# Delayed Self-Heterodyne Spectrum for White Frequency Noise and Short Delay

## A case that can be seen at once

A laser beam is divided into two arms. One arm is shifted in frequency by $F$, the other is delayed by a time $T$, and both fall on a photodiode. The current contains a beat at $F$ whose phase is
$$\Delta(t)=\phi(t)-\phi(t-T),$$
where $\phi$ is the random part of the laser phase. With no delay, $\Delta=0$ and the beat is a perfect line, however noisy the laser's phase.

Now let the delay be very short and let the phase perform a random walk: increments over separate time intervals are independent, and an increment over a time $s$ has variance $2\pi\Delta\nu\,s$. Then $\Delta$ has the small variance
$$x=2\pi\Delta\nu\,T .$$
The increments $\Delta(t+\tau)$ and $\Delta(t)$ share a time interval of length $T-|\tau|$ if $|\tau|<T$, and none otherwise. Their covariance is therefore the triangle $C(\tau)=x(1-|\tau|/T)$ for $|\tau|<T$, and zero outside. To first order in $x$, the correlation of the phasor $e^{i\Delta}$ is
$$\left\langle e^{i[\Delta(t+\tau)-\Delta(t)]}\right\rangle\simeq1-\tfrac12\left\langle[\Delta(t+\tau)-\Delta(t)]^2\right\rangle=1-x+C(\tau).$$
The constant $1-x$ transforms into a sharp line. The triangle transforms into $xT\,\mathrm{sinc}^2(fT)$, with $\mathrm{sinc}\,z=\sin(\pi z)/(\pi z)$ and $f$ the offset from $F$. A spike on a fringed pedestal is already present. The theorem removes the restriction to small $x$.

## Assumptions and conventions

**A1.** The laser has one mode and constant power. Its phase $\phi$ is a Wiener process: Gaussian, with independent increments and
$$\langle[\phi(t+\tau)-\phi(t)]^2\rangle=2\pi\Delta\nu|\tau|.$$

**A2.** The two fields have equal amplitude and polarization at the detector. The current is proportional to intensity.

**A3.** The shift $F$ is much larger than the frequencies over which the pedestal is examined, and the spectrum is averaged over a long time.

The symbol $\Delta\nu$ is the full width at half maximum (FWHM) of the laser line. For a Gaussian variable $X$ of zero mean and variance $\sigma^2$, completing the square in the average gives $\langle e^{iX}\rangle=e^{-\sigma^2/2}$. The field correlation is thus $e^{-\pi\Delta\nu|\tau|}$, with transform
$$\frac{2\pi\Delta\nu}{(\pi\Delta\nu)^2+(2\pi f)^2}=\frac{\Delta\nu/2\pi}{f^2+(\Delta\nu/2)^2},$$
a Lorentzian of half-width $\Delta\nu/2$. The coherence time, at which the field correlation has fallen to $1/e$, is $\tau_c=1/(\pi\Delta\nu)$. Hence $x=2T/\tau_c$.

A1 is the statement of white frequency noise. If the one-sided frequency-noise density is a constant $h$, the phase-noise density is $h/f^2$, because the frequency is $\dot\phi/2\pi$. A phase increment over $\tau$ multiplies it by $|e^{i2\pi f\tau}-1|^2=4\sin^2(\pi f\tau)$. With $u=\pi f|\tau|$,
$$\int_0^\infty\frac{4h\sin^2(\pi f\tau)}{f^2}\,df=4\pi h|\tau|\int_0^\infty\frac{\sin^2u}{u^2}\,du=2\pi^2h|\tau|.$$
Equating this to $2\pi\Delta\nu|\tau|$ gives $h=\Delta\nu/\pi$.

## From the photocurrent to a phasor

**Lemma 1.** Apart from its constant part, the normalized current has the two-sided spectrum $S(\nu-F)+S(\nu+F)$, where
$$S(f)=\int_{-\infty}^{\infty}g(\tau)e^{-i2\pi f\tau}\,d\tau,\qquad g(\tau)=\left\langle e^{i[\Delta(t+\tau)-\Delta(t)]}\right\rangle .$$

*Proof.* With optical carrier $\nu_0$, the arm phases are $2\pi(\nu_0+F)t+\phi(t)$ and $2\pi\nu_0(t-T)+\phi(t-T)$. Their difference is $2\pi Ft+\theta+\Delta(t)$, with $\theta=2\pi\nu_0T$. For unit amplitudes the intensity is
$$2+2\cos[2\pi Ft+\theta+\Delta(t)].$$
Write the cosine term as $b(t)=z(t)e^{i(2\pi Ft+\theta)}+\text{c.c.}$, with $z=e^{i\Delta}$. The product $b(t+\tau)b(t)$ has four terms. The two that pair $z$ with $z^*$ average to $g(\tau)e^{i2\pi F\tau}$ and its conjugate. The other two contain $\langle z(t+\tau)z(t)\rangle$, which does not depend on $t$, times $e^{\pm i[2\pi F(2t+\tau)+2\theta]}$. Averaging over $t$ removes them. Since $g$ is real, as Lemma 2 shows, the transform of what remains is the stated sum. $\square$

Near $\nu=F$ the second term is the tail of the image at $-F$, which A3 allows us to drop. Since $g(0)=1$, $S$ has unit area. Unequal arm amplitudes or imperfectly matched polarizations change the strength of the beat, not $S$.

**Lemma 2.** Under A1,
$$\langle[\Delta(t+\tau)-\Delta(t)]^2\rangle=4\pi\Delta\nu\min(|\tau|,T),\qquad g(\tau)=e^{-2\pi\Delta\nu\min(|\tau|,T)} .$$

*Proof.* Take $\tau\ge0$; negative lags follow from stationarity. Regrouping,
$$\Delta(t+\tau)-\Delta(t)=[\phi(t+\tau)-\phi(t)]-[\phi(t-T+\tau)-\phi(t-T)].$$
If $\tau\le T$, the two increments belong to intervals of length $\tau$ that do not overlap. They are independent, and their variances add to $2\times2\pi\Delta\nu\,\tau$. If $\tau>T$, the intervals share the stretch from $t$ to $t-T+\tau$, whose contribution cancels. Two separate stretches of length $T$ remain, with total variance $2\times2\pi\Delta\nu\,T$. The Gaussian average $e^{-\sigma^2/2}$ then gives $g$. $\square$

**Remark: the same law from the noise spectrum.** The delay and the lag each contribute a factor $4\sin^2$, so the variance is also
$$\int_0^\infty\frac{\Delta\nu}{\pi f^2}\,16\sin^2(\pi fT)\sin^2(\pi f\tau)\,df .$$
Let $c(s)=1-\cos(2\pi fs)$. Multiplying out the product of cosines gives
$$4\sin^2(\pi fT)\sin^2(\pi f\tau)=c(T)+c(\tau)-\tfrac12c(T+\tau)-\tfrac12c(T-\tau).$$
Since $c(s)=2\sin^2(\pi fs)$, the integral used above gives $\int_0^\infty c(s)f^{-2}df=\pi^2|s|$. For $\tau\ge0$ the variance is therefore
$$4\pi\Delta\nu\left[T+\tau-\tfrac12(T+\tau)-\tfrac12|T-\tau|\right]=4\pi\Delta\nu\min(\tau,T).$$

The correlation stops falling at $|\tau|=T$. Beyond that lag $\Delta(t+\tau)$ and $\Delta(t)$ are independent, but each phasor still has the mean $e^{-x/2}$, since $\Delta$ has variance $x$. The plateau is the squared mean, $e^{-x}$. A steady mean phasor is a coherent line.

## The theorem

**Theorem.** Under A1–A3, for every delay $T>0$,
$$S(f)=e^{-x}\delta(f)+P(f),\qquad x=2\pi\Delta\nu T,$$
$$P(f)=\frac{\Delta\nu}{\pi(f^2+\Delta\nu^2)}\left\{1-e^{-x}\left[\cos(2\pi fT)+\frac{\Delta\nu}{f}\sin(2\pi fT)\right]\right\}.$$

*Proof.* Put $\gamma=2\pi\Delta\nu$ and $w=2\pi f$, so $x=\gamma T$. Split $g$ into its plateau and the rest:
$$g(\tau)=e^{-x}+q(\tau),\qquad q(\tau)=\begin{cases}e^{-\gamma|\tau|}-e^{-x},&|\tau|<T,\\0,&|\tau|\ge T.\end{cases}$$
The constant gives $e^{-x}\delta(f)$. As $q$ is even, its transform is
$$P=2\int_0^Te^{-\gamma\tau}\cos(w\tau)\,d\tau-2e^{-x}\frac{\sin wT}{w}.$$
The integral is the real part of an exponential integral:
$$\mathrm{Re}\,\frac{1-e^{-x}e^{iwT}}{\gamma-iw}=\mathrm{Re}\,\frac{(\gamma+iw)(1-e^{-x}\cos wT-ie^{-x}\sin wT)}{\gamma^2+w^2}$$
$$=\frac{\gamma-\gamma e^{-x}\cos wT+we^{-x}\sin wT}{\gamma^2+w^2}.$$
The two sine terms in $P$ combine through
$$\frac{w}{\gamma^2+w^2}-\frac1w=-\frac{\gamma^2}{w(\gamma^2+w^2)}.$$
Therefore
$$P=\frac{2\gamma}{\gamma^2+w^2}\left\{1-e^{-x}\left[\cos wT+\frac{\gamma}{w}\sin wT\right]\right\}.$$
Finally $\gamma/w=\Delta\nu/f$, and $2\gamma/(\gamma^2+w^2)=\Delta\nu/[\pi(f^2+\Delta\nu^2)]$ after division by $4\pi^2$. $\square$

**Corollary.** The pedestal has area $1-e^{-x}$, is positive at every $f$, and has the central value
$$P(0)=\frac{1-(1+x)e^{-x}}{\pi\Delta\nu}.$$

*Proof.* The area is the inverse transform at zero lag, $q(0)=1-e^{-x}$. With $y=2\pi fT$, the square bracket is $\cos y+x\sin y/y$. Its magnitude is at most $1+x$, and $1+x<e^x$ for $x>0$, so the curly bracket is positive. At $y\to0$ the square bracket tends to $1+x$. $\square$

## Two limits and the visible width

**Short delay.** Fix $y=2\pi fT$, not a multiple of $2\pi$, and let $x\to0$. The curly bracket tends to $1-\cos y=2\sin^2(\pi fT)$, and $\Delta\nu^2$ becomes negligible beside $f^2$. Thus
$$P(f)\to\frac{2\Delta\nu\sin^2(\pi fT)}{\pi f^2}=2\pi\Delta\nu T^2\,\mathrm{sinc}^2(fT).$$
At the centre, $1-(1+x)e^{-x}\simeq x^2/2$ gives the same limit, $2\pi\Delta\nu T^2$. This is the opening result, since $xT=2\pi\Delta\nu T^2$.

At $f=n/T$, with $n$ a nonzero integer, the limiting form vanishes but the true pedestal does not. There the curly bracket is $1-e^{-x}\simeq x$, so
$$P(n/T)\simeq\frac{\Delta\nu\,x\,T^2}{\pi n^2}=\frac{2\Delta\nu^2T^3}{n^2}.$$
The trough level is of second order in the linewidth, whereas the lobes are of first order.

The central lobe has FWHM $0.886/T$ in this limit. The delay alone sets its width; the linewidth enters only through the height, $2\pi\Delta\nu T^2$. The Lorentzian is a factor of the pedestal, but its half-width does not appear as a width in the trace.

**Long delay.** For $x\gg1$ the curly bracket differs from 1 by at most $(1+x)e^{-x}$. The spike and fringes disappear and $P$ becomes a Lorentzian of FWHM $2\Delta\nu$: the beat compares two independent copies of the laser phase. At $x=12$ and $\Delta\nu=100$ kHz, the computed width is 200.0 kHz.

## Recovering the linewidth

**Proposition.** If $p$ is the fraction of beat power in the spike, then
$$\Delta\nu=-\frac{\ln p}{2\pi T}.$$
The ratio of two pedestal readings, with $u=\Delta\nu T=x/2\pi$, is
$$R=\frac{P(3/2T)}{P(1/T)}=\coth\left(\frac x2\right)\frac{1+u^2}{9/4+u^2}.$$
For $0<x\le1$, $R$ determines $\Delta\nu$ uniquely within that range.

*Proof.* The first formula is $p=e^{-x}$ solved for $\Delta\nu$. At both sampling frequencies the sine vanishes. The cosine is $-1$ at $3/2T$ and $+1$ at $1/T$, so the curly brackets are $1+e^{-x}$ and $1-e^{-x}$, with ratio $\coth(x/2)$. The Lorentzian factors supply the other fraction. For uniqueness, differentiate:
$$\frac{d\ln R}{dx}=-\frac1{\sinh x}+\frac{5x}{8\pi^2(1+u^2)(9/4+u^2)}.$$
For $0<x\le1$ the first term is at most $-1/\sinh1\simeq-0.85$. The second is smaller than $5/(18\pi^2)\simeq0.03$. Hence $R$ decreases. $\square$

For small $x$, $R\simeq8/(9x)$, so halving the linewidth at fixed delay nearly doubles $R$. The two readings belong to fixed frequencies, not to the extrema. At $f=1/T$ both the Lorentzian and the curly bracket are falling, so the nearby minimum lies higher in frequency.

## Worked example

Take $\Delta\nu=100$ kHz at 1550 nm, 100 m of silica fibre with group index 1.468, a shift of 80 MHz, and a spectrum analyser with noise-equivalent bandwidth $B=1$ kHz. These are rough values for a narrow-linewidth telecom diode laser. Then
$$T=\frac{1.468\times100\ \text{m}}{c}=0.4897\ \mu\text{s},\qquad\tau_c=\frac1{\pi(0.1\ \text{MHz})}=3.183\ \mu\text{s},$$
$$x=2\pi(0.1\ \text{MHz})(0.4897\ \mu\text{s})=0.3077,\qquad e^{-x}=0.735.$$
The delay is 0.154 of the coherence time. The spike holds 73.5% of the beat power and the pedestal 26.5%.

The cosine in the theorem has period $1/T=2.042$ MHz in $f$. The spacing of the actual minima is slightly smaller near the centre and approaches this value farther out. At the offset $1/T$,
$$P(1/T)=\frac{0.1\times0.2648}{\pi(2.042^2+0.1^2)}=0.00202\ \text{MHz}^{-1}.$$
At $1.5/T$ the density is $0.00588\ \text{MHz}^{-1}$. Their ratio is $R=2.92$, or 4.65 dB. With half the linewidth and the same fibre it would be 5.79.

The actual first minimum is at 2.094 MHz, with density $0.00195\ \text{MHz}^{-1}$; the side maximum is at 2.906 MHz, with $0.00617\ \text{MHz}^{-1}$. The ratio of these extrema is 3.17. Putting it into the formula for $R$ would make the inferred linewidth about 8% too small, because $R$ varies nearly as $1/\Delta\nu$.

The central lobe is 1.855 MHz wide. A laser ten times narrower, with the same fibre, gives 1.814 MHz. Halving the first width, as is correct for a long delay, would suggest a linewidth of 0.93 MHz, more than nine times the true value.

The analyser shows the whole spike power in one resolution band, but only $P(0)B$ of the pedestal. The displayed spike stands above the pedestal centre by
$$10\log_{10}\frac{0.7352}{(0.12305\ \text{MHz}^{-1})(0.001\ \text{MHz})}=37.8\ \text{dB}.$$
This figure depends on $B$: halving the bandwidth raises it by 3 dB while the spike remains unresolved.

The result was also tested by simulation. Random phase walks were used to form the two fields and their detected intensity, in 1000 records of 256 delays each. The coherent line held a fraction 0.735 of the power, which returns a linewidth of 100 kHz. For offsets up to $2/T$, the simulated pedestal divided by $P$ had mean 1.010 and rms deviation from unity 0.030. The 1% excess may come from the finite record and from image and aliased tails; their shares were not separated.

## Where a real laser departs from the theorem

The assumption most in need of care is white frequency noise. Diode lasers also have flicker frequency noise, with density $k/f$. Let it equal the white density at a corner frequency $f_c$, so $k=f_c\Delta\nu/\pi$. Components slower than about $B/2$ stay inside the resolution filter and count as spike. The others add to the beat phase the variance
$$V=\int_{B/2}^\infty\frac{k}{f^3}\,4\sin^2(\pi fT)\,df .$$
For an assumed $f_c=10$ kHz, $V=0.022\ \text{rad}^2$, which is 7% of $x$. Since $V$ is proportional to $f_c$, a corner at 100 kHz gives 72%. In this estimate the measured spike fraction becomes about $e^{-(x+V)}$, so the inferred linewidth is too high by those percentages. With the higher corner, the spike fraction no longer measures the white-noise linewidth.

At $f=1/T$, flicker noise with the 10 kHz corner is only 0.5% of the white density. This suggests that the fringe ratio is less disturbed. That remains a conjecture here: the trough level is of second order and collects noise from other frequencies, and it was not calculated with flicker noise.

Four other effects were estimated and are small for these settings:

- If the optical path is assumed to change by $10^{-5}$ of the fibre length per kelvin, a drift of 1 mK/s displaces the spike by about 0.6 Hz, far less than $B$.
- With 0.1 mA from each arm, a 50 ohm load at 300 K and relative intensity noise of $-145$ dB/Hz, receiver noise is about $10^{-5}$ of the trough density. Amplifier noise is not included.
- The image tail is about $10^{-3}$ of the trough density.
- A relaxation resonance at 5 GHz with 2 GHz damping, modelled as a second-order response, changes the beat-phase variance by about $10^{-4}$ of $x$.

The linewidth itself matters more than these. Ordinary distributed-feedback diodes can have linewidths of roughly 1 MHz. With the same fibre, $x$ would be about 3.1 and the delay would exceed the coherence time. The theorem would still hold under its assumptions, but the short-delay approximations would fail and the spike would hold only about 5% of the beat power. For purely white frequency noise and $B=1$ kHz it would still stand more than 20 dB above the pedestal centre, because all its power falls in one narrow band. Flicker noise removes much of this margin: $V/x$ does not depend on the linewidth, so a 100 kHz corner gives $V\simeq0.72x\simeq2.2$, which leaves about 0.5% of the power in the spike and a height of only about 12 dB. The fringe ratio is of little help at such a delay either, since $R$ passes through a minimum near $x\simeq3.4$ and there hardly responds to the linewidth. The computed values are collected in the numerical output below.

## Calculated quantities

```
laser linewidth: 100.0 kHz
wavelength: 1550 nm
fibre length: 100 m; group index: 1.468
frequency shift: 80 MHz; resolution: 1.0 kHz
delay: 0.4897 us
coherence time: 3.1831 us
delay / coherence time: 0.1538
x = 2 pi linewidth delay: 0.3077
spike power fraction: 0.7352
pedestal power fraction, formula: 0.2648
pedestal power fraction, integrated: 0.2648
pedestal at centre: 0.12305 per MHz
fringe spacing 1/delay: 2.0422 MHz
pedestal at 1/delay: 0.002017 per MHz
pedestal at 1.5/delay: 0.005880 per MHz
ratio of these (1.5 to 1): 2.9157
same ratio in decibels: 4.65 dB
same ratio for half the linewidth: 5.7915
linewidth recovered from ratio: 100.00 kHz
actual first trough: 2.0941 MHz, 0.001945 per MHz
actual side maximum: 2.9058 MHz, 0.006171 per MHz
central lobe FWHM: 1.8553 MHz
lobe FWHM, 10 times narrower laser: 1.8136 MHz
short-delay limit of lobe FWHM: 1.8092 MHz
sinc-squared width times delay: 0.8859
long-delay test: x = 12.0, FWHM 200.02 kHz
displayed spike above pedestal centre: 37.76 dB
simulation: 1000 records of 256 delays
simulated spike fraction: 0.7352
linewidth from simulated spike: 99.98 kHz
simulated/formula pedestal, mean: 1.0104
simulated/formula pedestal, rms deviation: 0.0304
largest spectral variance error: 1.5e-09
largest transform error: 2.7e-12
flicker corner: 10 kHz
flicker beat-phase variance: 0.0223 rad^2
flicker variance / white variance: 0.0725
same for a corner of 100 kHz: 0.7247
flicker/white density at 1/delay: 0.00490
fibre path coefficient: 1e-05 per K
fibre drift rate: 1.0 mK/s
spike offset from fibre drift: 0.645 Hz
current per arm: 0.10 mA; load: 50 ohm
receiver temperature: 300 K; RIN: -145 dB/Hz
shot noise / beat power: 3.20e-09 per MHz
thermal noise / beat power: 1.66e-08 per MHz
intensity noise / beat power, upper value: 6.32e-09 per MHz
receiver noise / trough density: 1.34e-05
image tail / trough density: 9.42e-04
relaxation resonance: 5 GHz, damping 2 GHz
resonance variance / white variance: 1.37e-04
```
